\section*{Why a diode does not charge a capacitor from Johnson noise}

\section*{The proposed rectifier}

\textbf{Q.} I think a Schottky diode connected across a capacitor must charge it, even when everything is at one temperature $T$. The capacitor has Johnson noise, the diode law is exponential, and so the positive swings of voltage pass more current than the negative swings. Averaging the law over the noise gives the current.

\textbf{A.} Write the average down, so that we can see which assumption carries it.

\textbf{Q.} Let $V$ be the potential of the metal relative to the semiconductor, which is n-type, and let $x=eV/kT$. The law is $I=I_s(e^x-1)$. Equipartition gives $\langle V^2\rangle=kT/C$, so
\begin{equation}
\langle x^2\rangle=\frac{e^2}{kTC}=2a,\qquad a=\frac{e^2}{2CkT}.
\end{equation}
For a Gaussian of this variance I complete the square, $-x^2/4a+x=-(x-2a)^2/4a+a$, and find $\langle e^x\rangle=e^a$. Hence
\begin{equation}
\langle I\rangle=I_s(e^a-1)>0 .
\end{equation}

\textbf{A.} The integral is right. The law you averaged holds when $V$ stays fixed while an electron crosses. On your capacitor each crossing changes $V$ by $e/C$, and the noise consists of those same crossings.

\textbf{Q.} Surely that is negligible. Take a titanium contact on n-type silicon, 100 nm across, at 300 K, with a barrier $\varphi=0.50$ eV and a total capacitance of 40 aF.

\textbf{A.} We need $I_s$ first. For a valley with masses $m_x,m_y$ along the contact and $m_z$ across it, the thermionic flux over the barrier is
\begin{align}
J&=\frac{2e}{h^3}e^{-\varphi/kT}\int_{p_z>0}\frac{p_z}{m_z}
e^{-\sum_i p_i^2/2m_ikT}\,d^3p\nonumber\\
&=\frac{2e}{h^3}e^{-\varphi/kT}\,\bigl(2\pi kT\sqrt{m_xm_y}\bigr)(kT).
\end{align}
The first bracket comes from the two transverse Gaussians, the second from the $p_z$ integral. For a (100) silicon surface the six valleys contribute $2m_t+4\sqrt{m_lm_t}=2.05\,m_0$, with $m_t=0.19\,m_0$ and $m_l=0.92\,m_0$. This gives $A^*=247$ A/cm$^2$K$^2$, and the contact area times $A^*T^2e^{-\varphi/kT}$ gives $I_s=6.9$ pA.

With $kT/e=25.85$ mV, $a=0.0775$. Your current is $6.95\,(e^{0.0775}-1)=0.56$ pA. The voltage step $e/C=4.0$ mV is not small beside the rms noise of 10.2 mV. More to the point, both your effect and the neglected step are of first order in $a$, so you cannot keep one and drop the other.

\section*{Rates with the charging energy}

\textbf{Q.} Then how should the step enter?

\textbf{A.} Let $n$ be the number of electrons removed from the metal, so $V=ne/C$ and the capacitor energy is $E_n=e^2n^2/2C$. A forward transfer, semiconductor to metal, takes $n$ to $n-1$ and releases
\begin{equation}
E_n-E_{n-1}=\frac{e^2(2n-1)}{2C}=eV-\frac{e^2}{2C}.
\end{equation}
The top of the barrier lies very near the metal. An electron leaving the metal reaches it before the capacitor energy has changed, so it needs the energy $\varphi$ whatever $n$ is. An electron arriving from the semiconductor has almost completed the transfer at the top, so it needs $\varphi+E_{n-1}-E_n$. For nondegenerate carriers and one transfer at a time,
\begin{equation}
\Gamma_r=\frac{I_s}{e},\qquad
\Gamma_f(n)=\frac{I_s}{e}\,e^{(E_n-E_{n-1})/kT}=\frac{I_s}{e}\,e^{x_n-a},
\end{equation}
where $x_n=eV/kT=2an$. At the instant when $V=0$, the mean current is therefore $I_s(e^{-a}-1)=-0.52$ pA, not zero.

\textbf{Q.} And that negative current cancels my rectified noise?

\textbf{A.} Yes. In equilibrium $p_n\propto e^{-E_n/kT}=e^{-an^2}$. Since $-an^2+a(2n-1)=-a(n-1)^2$,
\begin{equation}
p_n\Gamma_f(n)=\frac{I_s}{e}\,p_{n-1}=p_{n-1}\Gamma_r .
\end{equation}
Summing over $n$ gives $\langle\Gamma_f\rangle=I_s/e=\langle\Gamma_r\rangle$, so the mean current vanishes for every $a$. The mean voltage vanishes too, because $p_n=p_{-n}$. For small $a$ the cancellation can be read term by term: $\langle x-a+x^2/2\rangle=0-a+a=0$.

\section*{Is a zero current enough?}

\textbf{Q.} A capacitor has no dc path. Would the steady current not vanish with my rates as well?

\textbf{A.} It would, so zero current in that circuit does not decide between us. In a steady state the net flow between neighbouring values of $n$ is the same along the whole chain, and it vanishes at the far ends. Your forward rate is $(I_s/e)e^{2an}$. Zero net flow then requires $p_ne^{2an}=p_{n-1}$, which is solved by
\begin{equation}
p_n\propto e^{-a(n^2+n)}\propto e^{-a(n+1/2)^2}.
\end{equation}
This is symmetric about $n=-1/2$, so $\langle V\rangle=-e/2C=-2.0$ mV. That is your self-charging. Your rate exceeds the correct one by $e^a$, which amounts to a hidden battery of emf $e/2C$ in series with the diode.

\textbf{Q.} Can the battery be exposed?

\textbf{A.} Close the loop with a resistor $R$ at the same temperature. Model it by single-electron transfers with
\begin{equation}
\Gamma(\Delta E)=\frac{1}{e^2R}\,\frac{\Delta E}{e^{\Delta E/kT_R}-1},
\end{equation}
where $\Delta E$ is the change in capacitor energy and $T_R$ the resistor temperature. Direct division gives $\Gamma(\Delta E)/\Gamma(-\Delta E)=e^{-\Delta E/kT_R}$, and subtraction gives $\Gamma(-\Delta E)-\Gamma(\Delta E)=\Delta E/e^2R$, which is Ohm's law for small steps. If $T_R=T$, the Boltzmann distribution balances each element separately, and the loop current is zero.

For your rates at small $a$, let $R_D=kT/eI_s$ be the zero-bias diode resistance and $g=R_D/R$. Then $V/R=I_sgx$. Charge balance, with $\langle x^2\rangle=2a$ to leading order, reads
\begin{equation}
\langle x\rangle+a+g\langle x\rangle=0,\qquad
I=-I_sg\langle x\rangle=I_s\frac{ag}{1+g}.
\end{equation}
With $R=R_D=3.7$ G$\Omega$ this is 0.269 pA; the full master equation with your rates gives 0.266 pA. That current would deliver a dc power $I^2R=0.26$ fW from a single temperature (1 fW is $10^6$ zW in the numerical output). With the correct rates the computed loop current is $3\times10^{-15}$ pA, which is rounding error.

\section*{How general is the zero?}

\textbf{Q.} You placed the barrier top right at the metal and used a linear capacitor. Did that produce the zero?

\textbf{A.} No. Suppose the top lies a fraction $\lambda$ of the charge path from the metal, and let $\Delta=E_n-E_{n-1}$ for any energy function $E_n$. The forward rate then carries $e^{(1-\lambda)\Delta/kT}$ and the reverse rate from $n-1$ carries $e^{-\lambda\Delta/kT}$. Their ratio is still $e^{\Delta/kT}$, so the Boltzmann distribution still balances them.

The mean charge and voltage need more care. For a nonlinear capacitor with closely spaced charge states, $V=dE/dq$ and
\begin{equation}
\langle V\rangle\propto\int e^{-E/kT}\frac{dE}{dq}\,dq
=-kT\left[e^{-E/kT}\right]_{-\infty}^{\infty}=0 ,
\end{equation}
although $\langle q\rangle$ need not vanish. Letting the depletion layer vary with voltage in a planar model of our contact gives a mean charge of $0.006\,e$ and a mean voltage below $10^{-8}$ mV.

If charging is strong and there is an offset charge, discreteness can leave a mean voltage: for $a=3$ and an offset of $0.3\,e$ it is $-0.076\,e/C$. The loop current remains zero. At such $a$ the single-electron resistor is no longer ohmic, so this voltage does not imply a current $V/R$.

\textbf{Q.} If the rate contains $e^{-a}$, why would a measured curve follow the ordinary exponential law?

\textbf{A.} Apply a dc voltage $V_b$ through a resistor so small that the diode current drops much less than $kT/e$ across it. The resistor then sets $p_n\propto e^{-a(n-\nu)^2}$, with $\nu=CV_b/e$. Expanding the squares shows that
\begin{equation}
-a(n-\nu)^2+2an-a=-a(n-1-\nu)^2+2a\nu .
\end{equation}
Summing over $n$ gives $\langle e^{x-a}\rangle=e^{2a\nu}=e^{eV_b/kT}$. With the barrier top at the metal, the noise average and the charging term cancel under bias too, and the ordinary law relates mean current to the applied dc voltage. If the top lies a fraction $\lambda$ along the charge path, the current carries a further factor of about $e^{-\lambda eV_b/kT}$. The image force gives $\lambda\approx0.03$ here, which takes off about 6\% at 60 mV. At that bias, with $\lambda=0$ and $R=10^{-5}R_D$, the master equation and the ordinary law both give 63.8 pA. Averaging the fixed-voltage law over the noise gives 69.5 pA. This $R$ is 37 k$\Omega$, close to $h/e^2=26$ k$\Omega$, so the single-electron resistor serves here only as a classical model.

\section*{Where a real voltage or current appears}

\textbf{Q.} Suppose I prepare the capacitor with $n=0$ for certain, and then leave it to the diode. By your own rates the first mean current is not zero.

\textbf{A.} Correct, but a definite $n$ is not equilibrium. Shorting the capacitor at temperature $T$ would not prepare it. A resistive link leaves the same noise, $\langle V^2\rangle=kT/C$, as long as $\hbar/RC\ll kT$, which here means $R$ well above 600 $\Omega$. A short wire of low resistance and small inductance replaces the thermal noise by zero-point fluctuations, which at 40 aF can be larger. You could measure the charge and select or correct it, or, if there is no offset charge, let the capacitor equilibrate through a contact at 4 K or below, which leaves $n=0$ with a probability above 99\%, and then disconnect it. Take the diode and capacitor alone, with small $a$ and $s=t/R_DC$. Each transfer changes $x$ by $2a$, and $2aI_s/e=1/R_DC$. The drift and the noise of the two nearly equal rates give, to leading order,
\begin{align}
\frac{d\langle x^2\rangle}{ds}&=-2\langle x^2\rangle+4a
&&\Rightarrow\quad \langle x^2\rangle=2a(1-e^{-2s}),\\
\frac{d\langle x\rangle}{ds}&=-\langle x\rangle+a-\tfrac12\langle x^2\rangle
=-\langle x\rangle+ae^{-2s}
&&\Rightarrow\quad \langle x\rangle=a(e^{-s}-e^{-2s}).
\end{align}
The peak is at $e^{-s}=1/2$, where $\langle V\rangle=(kT/e)(a/4)=e/8C=0.50$ mV, at $R_DC\ln2=103$ ns. The full solution peaks at 0.496 mV and, within its time step of 1.5 ns, at the same time; then the voltage decays. The prepared state has free energy $kT\ln\sum_ne^{-an^2}=1.85\,kT$ above equilibrium. The energy $C\langle V\rangle^2/2$ at the peak is about $0.001\,kT$, so the transient is paid for by the preparation.

\textbf{Q.} And a steady current?

\textbf{A.} Heat the resistor. Let $\theta=T_R/T$, with $a$ and $x$ still defined by the diode temperature. Near $x=0$ each diode rate is about $I_s/e$ and each resistor rate about $g\theta I_s/e$. Drift and noise then balance as
\begin{equation}
-2(1+g)\langle x^2\rangle+4a(1+g\theta)=0
\quad\Rightarrow\quad
\langle x^2\rangle=2a\,\frac{1+g\theta}{1+g}.
\end{equation}
The diode current is $I=I_s\langle x-a+x^2/2\rangle=I_s[\langle x\rangle+ag(\theta-1)/(1+g)]$. Setting $I+I_sg\langle x\rangle=0$ and eliminating $\langle x\rangle$,
\begin{equation}
I=I_s\,a\left(\frac{g}{1+g}\right)^2\left(\frac{T_R}{T}-1\right).
\end{equation}
It changes sign with the temperature difference.

For the heat, the capacitor energy is $kTx^2/4a$. Multiplying the resistor's part of $d\langle x^2\rangle/dt$ by $kT/4a$ gives the heat it supplies:
\begin{equation}
\dot Q=\frac{kT}{4a}\,\frac{4ag\theta-2g\langle x^2\rangle}{R_DC}
=\frac{kT}{R_DC}\,\frac{g(\theta-1)}{1+g}
=\frac{k(T_R-T)}{C(R+R_D)} .
\end{equation}
The barrier energy $\varphi$ is taken up and returned within the diode, whose two sides are both at $T$, so it does not enter. For $R=R_D$ and $T_R=310$ K the formulas give 4.5 fA and 0.46 fW; the full master equation gives 4.3 fA and 0.45 fW with the barrier top at the metal. These last digits depend on the resistor model: a resistor that passes charge continuously gives 4.4 fA and 0.46 fW, and moves the earlier false loop current from 0.266 to 0.269 pA. The image-force value of $\lambda$ lowers this current by about 5\%. This current corresponds to an emf of only 33 $\mu$V, about the size of thermoelectric voltages between metals for 10 K. The silicon itself gives roughly 0.7 mV/K, so a difference of 50 mK across it would produce the same emf. To see it in a real circuit, the two leads to the resistor must be of the same material and the whole diode must stay at $T$. With a small opposing battery in the loop as a load, this is an ordinary heat engine with a very small output.

\section*{The contact as a real device}

\textbf{Q.} How far can I trust these numbers for an actual titanium contact?

\textbf{A.} The barrier and the doping of $10^{17}$ cm$^{-3}$ are rough typical values. The 40 aF is far below that of a contact wired to a measuring pad; at 1 fF, $a$ would fall to 0.003, and the false current with it. The prefactor $I_s$ is the weak point. A semiclassical estimate with the lightest silicon mass, which ignores quantum reflection at the barrier, says that tunnelling raises it about 2.6 times. Reflection can undo this gain: with the metal modelled crudely as a potential step 1 to 5 eV deep and the same mass on both sides, the exact transmission through the sharp barrier gives a factor between about 0.6 and 1.2, so even the direction of the net quantum correction is uncertain. If 0.50 eV is the barrier before image-force lowering, the lowering of 35 meV adds a factor $e^{35/25.85}\approx3.9$; the two factors should not simply be multiplied, since lowering also changes the tunnelling barrier: measured from the lowered top, the semiclassical factor is only about 1.6. A drift-diffusion estimate with the low-field mobility takes off about 7\% for a sharp barrier top and about 10\% for one rounded by the image force, but this is only rough, because the potential drops by $kT/e$ within about 4 nm of the barrier top, much less than the low-field mean free path of about 20 nm. At 350 K, $I_s$ is 150 pA. The depletion width, 65 nm, exceeds the contact radius, so these planar estimates are rough. The field is stronger at the edge of the contact, which increases the lowering and the tunnelling there. Solving Poisson's equation for a disc on an uncharged free surface gives a depletion capacitance of about 35 aF instead of the planar 12 aF, still within the assumed total of 40 aF. The same solution raises $\lambda$ at the centre of the contact from the planar 0.027 to about 0.036, so the image-force corrections of 6\% and 5\% quoted above become about 8\% and 7\%.

These corrections change $I_s$, $R_D$ and the relaxation time. They leave the equilibrium zero in place provided each added process is counted in both directions with the same energy balance. Light on the junction, or a temperature difference within the circuit, removes that balance, and a current may then flow.

\textbf{Q.} So my error was to let the noise act on the diode without letting the diode's own electrons act on the voltage.

\textbf{A.} Yes. The missing term is $e^2/2C$ per transfer, and it has the same size as the rectification you calculated.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 300 K
barrier: 0.5 eV
doping: 1e+17 cm^-3
contact diameter: 100 nm
total capacitance: 40 aF
silicon relative permittivity: 11.7
longitudinal mass: 0.92 m0
transverse mass: 0.19 m0
mobility: 700 cm2/Vs
thermal voltage kT/e: 25.85 mV
Richardson constant: 246.6 A/cm2K2
band density Nc: 2.744e+19 cm^-3
saturation current Is: 6.946 pA
one-way transfer rate Is/e: 43.36 per us
zero-bias resistance R_D: 3.722 Gohm
relaxation time R_D C: 148.9 ns
charging parameter a: 0.07747
rms noise voltage: 10.18 mV
false noise-averaged current: 0.5595 pA
false mean voltage: -2.003 mV
true mean voltage: -1.3e-13 mV
false loop current, R=R_D: 0.2655 pA
true loop current, R=R_D: 3.3e-15 pA
false dc power in R: 2.624e+05 zW
offset case: a: 3
offset case: offset charge: 0.3 e
offset case: mean voltage: -0.07596 e/C
nonlinear C: mean charge: 0.00613 e
nonlinear C: mean voltage: 7.8e-09 mV
dc bias: 60 mV
biased current, master equation: 63.796 pA
biased current, Shockley: 63.802 pA
biased current, false average: 69.494 pA
transient peak voltage: 0.4955 mV
small-a peak e/8C: 0.5007 mV
transient peak time: 104.2 ns
free energy of prepared n=0: 1.851 kT
hot resistor temperature: 310 K
two-temperature current: 4.277 fA
small-a current formula: 4.484 fA
heat flow to diode: 4.505e+05 zW
small-a heat formula: 4.637e+05 zW
depletion width: 65.23 nm
depletion capacitance: 12.47 aF
donors in depletion layer: 51.23
maximum field: 0.1009 MV/cm
image-force lowering: 35.24 meV
barrier-top path fraction: 0.02677
tunnelling energy E00: 3.938 meV
WKB tunnelling factor on Is: 2.648
diffusion factor on Is: 0.9333
degeneracy ratio N/Nc: 0.003644
A* ratio, anisotropic/isotropic: 1.064
C change at +rms voltage: 0.4937 %
spreading resistance / R_D: 1.2e-06
Is at 350 K: 149.8 pA
\end{verbatim}
